# Level Alignment in Organic Films: Slope One between Pinning Plateaus

## The situation

An organic film is deposited on a series of metals with different work functions, and the work function of the covered surface is measured. If film and metal interact only weakly, it follows that of the substrate one to one over a middle range. Towards either end it nearly stops changing, and the molecular levels appear tied to the Fermi level.

No interface states need be assumed to obtain this. Two ingredients suffice: molecular levels, here spread by disorder, and the electrostatic potential of the charge that they take up. Sharp levels at finite temperature would also give plateaus; disorder moves these further into the gap. The slope is then close to one, but not exactly one, in the middle, and small, but not zero, on the plateaus. The task is to say how close and how small.

## Model and conventions

The film has \(N\) molecular layers at \(z_i=id\), \(i=1,\dots,N\), with \(n\) molecules per unit area in each. The metal's image plane is at \(z=0\). Film and metal are in equilibrium, with the common Fermi level as the zero of energy.

Let \(W_i\) be the local vacuum level at layer \(i\), and \(W_0=\Phi\) the work function of the contact. Any fixed interface dipole, such as the push-back of the metal's electron tail by the molecules, is included in \(\Phi\). A slope with respect to the bare metal's work function is therefore the same only if this dipole does not vary along the series. No field exists outside the film, so the final work function is \(w=W_N\).

Each molecule has two spin states in a HOMO distribution centred at \(W_i-I\), with width \(\sigma_H\), and two in a LUMO distribution centred at \(W_i-A\), with width \(\sigma_L\). Both are normalized Gaussians, \(g_H\) and \(g_L\). The levels are filled independently by the Fermi function \(f\). This is a mean-field description: on-site repulsion, hybridization with the metal, lateral variations of the potential and the attraction of a carrier to its own image charge are left out, \(I\) and \(A\) are the same in every layer, and the permittivity \(\varepsilon\) is uniform.

## Charge on one molecule

Measure level energies \(E'\) from the local vacuum level, so that a level lies at \(E'+W\) relative to the Fermi level. The numbers of holes and electrons per molecule are

\[
p(W)=2\int g_H(E'+I)\,[1-f(E'+W)]\,dE',
\]
\[
m(W)=2\int g_L(E'+A)\,f(E'+W)\,dE'.
\]

Let \(\rho=p-m\) be the net positive charge in units of \(e\). Only \(f\) depends on \(W\), so

\[
\rho'(W)=2\int\left[g_H(E'+I)+g_L(E'+A)\right]\left[-f'(E'+W)\right]dE'>0 .
\]

Thus \(\rho'\) is the density of states per molecule at the Fermi level, smeared by temperature. Raising the vacuum level raises the molecular levels and makes the molecule more positive. Since \(\rho\) rises strictly from \(-2\) to \(2\), it vanishes at one neutral level \(W^*\).

**Deep in the gap.** Write a HOMO level as \(E=W-I+\sigma_Hx\), with \(x\) a standard normal variable. Where \(E\ll-kT\), the hole probability is \(1-f\approx e^{E/kT}\). Completing the square,

\[
-\frac{x^2}{2}+\frac{\sigma_Hx}{kT}
=-\frac12\left(x-\frac{\sigma_H}{kT}\right)^2+\frac{\sigma_H^2}{2k^2T^2},
\]

so that

\[
p\approx2\exp\left[-\frac{I-W}{kT}+\frac{\sigma_H^2}{2k^2T^2}\right].
\]

The shifted Gaussian shows that the holes sit mainly around \(E=-(I-W)+\sigma_H^2/kT\). The approximation requires this energy to lie several \(\sigma_H\) below the Fermi level. Otherwise the exponential is used where the true probability has levelled off.

The same steps for electrons give \(m\approx2\exp[-(W-A)/kT+\sigma_L^2/(2k^2T^2)]\). Equating the two exponents,

\[
-\frac{I-W^*}{kT}+\frac{\sigma_H^2}{2k^2T^2}
=-\frac{W^*-A}{kT}+\frac{\sigma_L^2}{2k^2T^2},
\]
\[
W^*\approx\frac{I+A}{2}-\frac{\sigma_H^2-\sigma_L^2}{4kT}.
\]

A broader HOMO supplies more holes, so neutrality requires lower molecular levels.

## Electrostatics, layer by layer

Layer \(j\) is a sheet of charge density \(en\rho(W_j)\). The metal responds with the opposite sheet at \(-z_j\). A sheet of density \(s\) has potential \(-s|z-z_j|/(2\varepsilon\varepsilon_0)\), so sheet and image together give

\[
\varphi(z)=\frac{en\rho(W_j)}{2\varepsilon\varepsilon_0}
\left(|z+z_j|-|z-z_j|\right)
=\frac{en\rho(W_j)}{\varepsilon\varepsilon_0}\min(z,z_j).
\]

This vanishes at the metal and is constant beyond the sheet. An electron has energy \(-e\varphi\). Summing over layers,

\[
W_i=\Phi-\kappa\sum_{j=1}^{N}\min(i,j)\,\rho(W_j),\qquad
\kappa=\frac{e^2nd}{\varepsilon\varepsilon_0}. \tag{1}
\]

Holes in the film lower the vacuum level, which lowers the molecular levels and opposes further hole formation. The difference \(\min(i,j)-\min(i-1,j)\) is one for \(j\ge i\) and zero otherwise, so

\[
W_{i-1}=W_i+\kappa\sum_{j=i}^{N}\rho(W_j). \tag{2}
\]

## One solution for each metal

Equation (1) is a coupled nonlinear problem if \(\Phi\) is given. Equation (2) makes it explicit if \(w\) is given instead: start with \(W_N=w\), compute \(W_{N-1}\), and continue to \(W_0=\Phi\).

Let \(t_i=dW_i/dw\). Then \(t_N=1\), and differentiating (2) gives

\[
t_{i-1}=t_i+\kappa\sum_{j=i}^{N}\rho'(W_j)t_j .
\]

Every added term is positive, so \(1\le t_i\le t_0\). In particular \(\Phi\) increases strictly with \(w\). Since \(|\rho|\le2\), the difference \(\Phi-w\) is bounded, so \(\Phi\) covers all values as \(w\) does. Each \(\Phi\) therefore has one and only one solution \(w\).

If \(w>W^*\), the outer layer is positive. Equation (2) then gives a higher level in the next layer inwards, which is positive too, and so on to the metal. All \(W_i\) lie between \(W^*\) and \(\Phi\). For \(w<W^*\) the signs are reversed.

## Two bounds on the slope

Setting \(i=N\) in (1) gives

\[
\Phi=w+\kappa\sum_{j=1}^{N}j\,\rho(W_j). \tag{3}
\]

A charge counts in proportion to its distance from the metal. Differentiating with respect to \(w\), with \(S=dw/d\Phi=1/t_0\),

\[
\frac1S=t_0=1+\kappa\sum_jj\rho'(W_j)t_j .
\]

Define

\[
G=\kappa\sum_{j=1}^{N}j\,\rho'(W_j).
\]

Because \(t_j\ge1\), we have \(1/S\ge1+G\). Next divide the equation for \(t_0\) by \(t_0\) and rearrange:

\[
1-S=\kappa\sum_jj\rho'(W_j)\frac{t_j}{t_0}\le G,
\]

because \(t_j\le t_0\). Together,

\[
\boxed{\,1-G\le S\le\frac{1}{1+G}\,} \tag{4}
\]

One quantity thus controls both regimes. If \(G\ll1\), the slope is one up to an error of at most \(G\). If \(G\gg1\), the level is pinned. Setting \(S=\tfrac12\) in (4) gives \(\tfrac12\le G\le1\) at the crossover.

The proof uses the Gaussians only through \(\rho'\ge0\) and the boundedness of \(\rho\). Other independent, bounded distributions of levels can be inserted in the same way.

## The slope-one window

All \(W_j\) lie between \(W^*\) and \(\Phi\), and \(\sum_jj=N(N+1)/2\). Hence

\[
1-S\le G\le\kappa\frac{N(N+1)}{2}\max_{[W^*,\Phi]}\rho'.
\]

Well inside the gap, only the far tails of the Gaussians and of the Fermi function contribute to \(\rho'\), and the bound is tiny. Equation (3) then also gives \(w\approx\Phi\): the vacuum levels align.

The factor \(N(N+1)/2\) shows what can spoil this. Additional gap states add to \(\rho'\), and their contribution to \(G\) grows roughly as the square of the thickness; \(1-S\) follows this growth only while \(G\ll1\).

## Where a thick film is pinned

Subtracting (2) for neighbouring layers gives

\[
W_{i+1}-2W_i+W_{i-1}=\kappa\rho(W_i).
\]

The absence of a field beyond the film means \(W_{N+1}=W_N\), so the gradient vanishes halfway, at \(N+\tfrac12\). For \(N\gg1\), let \(y=N+\tfrac12-i\) be a continuous depth in layers. Then \(W''(y)=\kappa\rho(W)\), with \(W(0)=w\) and \(W'(0)=0\).

Consider the hole side and replace the tail locally by an exponential,

\[
\rho(W)\approx\rho(w)e^{u},\qquad u=\frac{W-w}{E_t},\qquad E_t=\frac{\rho(w)}{\rho'(w)}.
\]

Multiplying by \(W'\) and integrating from the surface,

\[
\tfrac12W'^2=\kappa\rho(w)E_t\,(e^u-1).
\]

Since \(W'=E_tu'\),

\[
u'=\sqrt{\frac{2\kappa\rho(w)}{E_t}}\,\sqrt{e^u-1}.
\]

When \(\Phi\) lies many \(E_t\) above \(w\), the upper limit of \(u\) may be taken as infinite. With \(v=\sqrt{e^u-1}\), \(du=2v\,dv/(1+v^2)\), and

\[
\int_0^\infty\frac{du}{\sqrt{e^u-1}}=2\int_0^\infty\frac{dv}{1+v^2}=\pi .
\]

The total depth is therefore

\[
N+\tfrac12=\pi\sqrt{\frac{E_t}{2\kappa\rho(w)}} .
\]

Squaring and inserting \(E_t=\rho/\rho'\), the charge cancels:

\[
\kappa\,\rho'(w)\left(N+\tfrac12\right)^2\approx\frac{\pi^2}{2}. \tag{5}
\]

Pinning occurs where the smeared density of states per volume at the Fermi level, \(n\rho'/d\), reaches a value set by film thickness and permittivity. \(\Phi\) has dropped out, which is the plateau. Equation (5) is an estimate: it neglects the curvature of \(\ln\rho\), the discreteness of the layers and the finite \(\Phi\). The electron side follows by exchanging the roles of HOMO and LUMO.

**Cold limit.** For \(kT\to0\), \(-f'\) becomes a delta function and, near the HOMO,

\[
\rho'(w)=\frac{2}{\sqrt{2\pi}\,\sigma_H}\exp\left[-\frac{(I-w)^2}{2\sigma_H^2}\right].
\]

Solving for the depth,

\[
I-w=\sigma_H\sqrt{2\ln\frac{2}{\sqrt{2\pi}\,\sigma_H\rho'(w)}} . \tag{6}
\]

With \(\rho'(w)\) fixed by (5), call the logarithm \(L\). The derivative of the depth with respect to \(\sigma_H\) is \(\sqrt{2L}-1/\sqrt{2L}\), which is positive for \(L>\tfrac12\). In the tail, more disorder pins the HOMO centre farther from the Fermi level.

## Full ionization

The plateau has a formal end. If every layer has \(\rho=2\), equation (3) gives \(w=\Phi-\kappa N(N+1)\), and the slope is one again. Extending this line back to \(w=I\) locates the end at \(\Phi=I+\kappa N(N+1)\).

## A ten-layer film

Take round model parameters: \(I=5.6\) eV, \(A=2.6\) eV, \(\sigma_H=0.15\) eV, \(\sigma_L=0.12\) eV, \(n=1\ \mathrm{nm}^{-2}\), \(d=0.4\) nm, \(\varepsilon=3\), \(T=300\) K and \(N=10\). Then \(kT=0.0259\) eV and \(\kappa=2.413\) eV. The full data are in the numerical output.

**The curve.** The final work function responds as follows:

| \(\Phi\) (eV) | \(w\) (eV) | \(S\) | \(G\) |
|---|---|---|---|
| 2.6 | 3.034 | 0.016 | 9.4 |
| 3.4 | 3.400 | 0.99998 | \(1.7\times10^{-5}\) |
| 4.6 | 4.600 | 1.00000 | \(2.5\times10^{-6}\) |
| 5.0 | 4.986 | 0.721 | 0.365 |
| 5.6 | 5.082 | 0.017 | 9.15 |
| 6.0 | 5.086 | 0.0066 | 13.7 |

At \(\Phi=5.0\) eV the bounds (4) read \(0.635\le S\le0.733\), and \(S=0.721\) lies between them. At 5.6 eV the upper bound is \(1/10.15=0.099\), well above the actual 0.017; it establishes pinning but does not measure the residual slope. Between 5.6 and 6.0 eV, \(w\) still rises by about 4 meV.

The slope passes one half at \(\Phi=3.056\) and \(5.054\) eV, both with \(G=0.86\). The window is thus 2.00 eV wide, one electronvolt less than the separation \(I-A\) of the level centres, because pinning begins in the tails of the Gaussians and of the Fermi function.

**The charge at \(\Phi=5.6\) eV.** The film holds 0.1153 holes per nm², of which 0.0766, or two thirds, are in the first layer. By (2), the first drop is \(2.413\times0.1153=0.278\) eV, giving \(W_1=5.322\) eV. The second is \(2.413\times(0.1153-0.0766)=0.093\) eV, giving \(W_2=5.228\) eV. The whole drop, 0.518 eV, equals the charge moment in (3). The first drop corresponds to a field of 7 MV/cm across 0.4 nm, and about twice that at \(\Phi=6.0\) eV. This is a molecular-scale interface field, for which a uniform linear \(\varepsilon\) is an idealization.

The outer layer has only \(1.02\times10^{-3}\) holes per molecule, one per roughly 1000 nm². Their mean spacing is about 30 nm, compared with a film thickness of 4 nm. Even in the first layer the mean spacing, about 3.6 nm, is much larger than the distance of 0.4 nm from the metal. The uniform sheets are therefore averages over sparse charges. For uniform \(\varepsilon\), a hole in the outer layer and its image shift the electron energy 1 nm away by about 0.4 eV. This far exceeds the average contribution of the outer sheet, \(\kappa N\rho(w)\approx0.025\) eV, and is comparable with the whole drop. The model omits such variations, so its plateau positions are mean-field values.

**The pinned level.** Equation (5) requires

\[
\rho'(w)=\frac{4.935}{2.413\times10.5^2}=0.0186\ \mathrm{eV}^{-1}.
\]

The thermally smeared distribution reaches this at \(w=5.072\) eV, 14 meV below the solution for \(\Phi=6.0\) eV. The cold limit (6) gives \(I-w=0.15\times3.364=0.505\) eV, against 0.528 eV from (5) with thermal smearing. The deep-gap exponential cannot be used here: it would need \(I-w\) well above \(\sigma_H^2/kT=0.87\) eV.

**Thickness.** At \(\Phi=6.0\) eV, \(w\) falls from 5.086 eV for 10 layers to 4.962 eV for 40. If \(E_t\) is held constant, (5) makes \(\rho(w)\propto(N+\tfrac12)^{-2}\), and the shift is \(-2E_t\ln(40.5/10.5)\). Layers 8 and 10 of the profile give

\[
E_t\approx\frac{5.0896-5.0821}{\ln(1.205/1.020)}=0.045\ \mathrm{eV},
\]

and hence a shift of \(-0.12\) eV, as found. For a monolayer the plateau is poorly developed: \(S=0.14\) at \(\Phi=6.0\) eV, and (5) misses \(w\) by 0.11 eV.

**Disorder.** For \(\sigma_H=0.10\), 0.15 and 0.20 eV, the depth \(I-w\) at \(\Phi=6.0\) eV is 0.38, 0.51 and 0.65 eV, rising as (6) predicts.

**Range of validity.** The formal plateau end is at 10.4 eV for one layer and 271 eV for ten, far above metal work functions of a few electronvolts. Two limits are more relevant. The first is the image attraction \(e^2/(16\pi\varepsilon\varepsilon_0z)\) of a single carrier, which lowers \(I\) and raises \(A\) near the metal; it is 0.30 eV in the first layer, as large as the first drop. The bounds (4) remain valid with a different \(\rho\) in each layer, but such shifts narrow the window by about 0.2 eV and move the plateaus by nearly 0.1 eV, so the positions above belong to the model and not to a real contact. The second limit is set by gap states. With \(\kappa N(N+1)/2=133\) eV, an extra \(10^{-3}\) states per eV and molecule, spread evenly through the gap, adds 0.13 to \(G\). The near-perfect slope in the table therefore belongs to purely Gaussian tails; with this weak background, (4) places \(S\) between 0.87 and 0.88.

## Table of computed values

```
HOMO centre I = 5.60 eV, LUMO centre A = 2.60 eV
widths: HOMO 0.15 eV, LUMO 0.12 eV
density 1.0 nm^-2, spacing 0.4 nm
relative permittivity 3.0, layers N = 10
T = 300 K, kT = 0.02585 eV, kappa = 2.4127 eV
sigma^2/kT: HOMO 0.870, LUMO 0.557 eV
midgap holes per molecule: 2.586e-18, formula 2.586e-18
neutral level: 4.0217 eV, formula 4.0217 eV
phi (eV)   w (eV)     S          1-S        G
2.2        3.0300     0.00540    9.95e-01   1.50e+01
2.6        3.0336     0.01599    9.84e-01   9.40e+00
3.0        3.0640     0.28423    7.16e-01   1.79e+00
3.4        3.4000     0.99998    1.70e-05   1.70e-05
4.0        4.0000     1.00000    1.76e-15   1.76e-15
4.6        4.6000     1.00000    2.49e-06   2.49e-06
4.8        4.7999     0.99796    2.04e-03   2.04e-03
5.0        4.9857     0.72052    2.79e-01   3.65e-01
5.2        5.0611     0.14949    8.51e-01   3.04e+00
5.6        5.0821     0.01699    9.83e-01   9.15e+00
6.0        5.0863     0.00657    9.93e-01   1.37e+01
profile at phi = 5.6 eV: layer, W (eV), holes/molecule
 1   5.3217   7.662e-02
 2   5.2283   1.814e-02
 3   5.1786   7.433e-03
 4   5.1469   4.015e-03
 5   5.1249   2.562e-03
 6   5.1090   1.835e-03
 7   5.0976   1.435e-03
 8   5.0896   1.205e-03
 9   5.0846   1.078e-03
10   5.0821   1.020e-03
total charge: 0.1153 e/nm^2
phi - w = 0.5179 eV, charge moment 0.5179 eV
lower crossover: phi = 3.0563 eV, w = 3.0856 eV, G = 0.858
upper crossover: phi = 5.0540 eV, w = 5.0187 eV, G = 0.858
width of slope-one window: 1.9977 eV
lower plateau at phi = 2.2 eV: 3.0300, estimate 3.0414 eV
upper plateau at phi = 6.0 eV: N, w (eV), estimate (eV), S
 1   5.4162   5.3087   0.13937
 3   5.2267   5.1891   0.03015
10   5.0863   5.0724   0.00657
40   4.9621   4.9563   0.00132
HOMO width 0.10 eV: I - w = 0.3755 eV
HOMO width 0.15 eV: I - w = 0.5137 eV
HOMO width 0.20 eV: I - w = 0.6541 eV
exponential tail: 2222 layers, continuum 2221.4
formal plateau end, N = 1: phi = 10.43 eV
formal plateau end, N = 10: phi = 271.00 eV
```
